# Spinor Spherical Harmonics and the Radial Dirac Equations: test program

```python
"""Spinor spherical harmonics and the radial Dirac equations.

Results under test (atomic units, c = 1/alpha):
  sigma.rhat Omega(kappa,m) = -Omega(-kappa,m), coupling order (l, 1/2);
  psi = (1/r) (i P Omega(kappa,m), Q Omega(-kappa,m)) reduces
  [c alpha.p + beta c^2 + V(r)] psi = E psi to
    P' = -kappa P/r - (eps - V + 2 c^2) Q/c
    Q' =  kappa Q/r + (eps - V) P/c,     eps = E - c^2.
Symbols: kappa = l for j = l-1/2, kappa = -(l+1) for j = l+1/2;
K = sigma.L + 1; P, Q = large and small radial functions.
Derivatives in space are taken by Cartesian finite differences.
"""
import numpy as np
from math import factorial, gamma as gamma_function
from scipy import constants
from scipy.integrate import quad
from scipy.special import lpmv
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan

SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


def m_values(kappa):
    j = abs(kappa) - 0.5
    return [-j + i for i in range(2 * abs(kappa))]


def ylm(l, mu, x):
    """Spherical harmonic with Condon-Shortley phase at direction of x."""
    if abs(mu) > l:
        return 0.0
    a = abs(mu)
    cos_theta = x[2] / np.linalg.norm(x)
    phi = np.arctan2(x[1], x[0])
    norm = np.sqrt((2*l + 1) / (4*np.pi) * factorial(l - a) / factorial(l + a))
    y = norm * lpmv(a, l, cos_theta) * np.exp(1j * a * phi)
    return y if mu >= 0 else (-1)**a * np.conj(y)


def coefficients(kappa, m):
    """Closed-form coefficients of spin up and spin down."""
    l = orbital_l(kappa)
    plus = np.sqrt((l + m + 0.5) / (2*l + 1))
    minus = np.sqrt((l - m + 0.5) / (2*l + 1))
    return (plus, minus) if kappa < 0 else (-minus, plus)


def coupled_coefficients(kappa, m, spin_first=False):
    """The same coefficients from a general Clebsch-Gordan routine."""
    l, half = orbital_l(kappa), Rational(1, 2)
    j, mm = Rational(2*abs(kappa) - 1, 2), Rational(int(round(2*m)), 2)
    result = []
    for s in (half, -half):
        if abs(mm - s) > l:
            result.append(0.0)
        elif spin_first:
            result.append(float(clebsch_gordan(half, l, j, s, mm - s, mm)))
        else:
            result.append(float(clebsch_gordan(l, half, j, mm - s, s, mm)))
    return tuple(result)


def omega(kappa, m, x, coeff=None):
    up, down = coefficients(kappa, m) if coeff is None else coeff
    l = orbital_l(kappa)
    return np.array([up * ylm(l, int(round(m - 0.5)), x),
                     down * ylm(l, int(round(m + 0.5)), x)], dtype=complex)


def slope(f, s, h):
    """Sixth-order central derivative of f at the number s."""
    return (45*(f(s + h) - f(s - h)) - 9*(f(s + 2*h) - f(s - 2*h))
            + f(s + 3*h) - f(s - 3*h)) / (60*h)


def gradient(f, x):
    h = 0.005 * np.linalg.norm(x)
    return np.array([slope(lambda s, e=e: f(x + s*e), 0.0, h)
                     for e in np.eye(3)])


def angular_momentum(f, x):
    """The three components of L f = -i r x grad f."""
    return -1j * np.cross(x, gradient(f, x).T).T


def sigma_dot(v):
    """Sum of sigma_i v_i, each v_i being a two-component spinor."""
    return sum(SIGMA[i] @ v[i] for i in range(3))


def sigma_r(x):
    return np.einsum('i,ijk->jk', x / np.linalg.norm(x), SIGMA)


def sigma_l(f, x):
    return sigma_dot(angular_momentum(f, x))


def total_j(f, x):
    return angular_momentum(f, x) + np.array([0.5*s @ f(x) for s in SIGMA])


def dirac_operator(psi, potential, c, x):
    """Full Cartesian Dirac Hamiltonian acting on a four-spinor."""
    g = gradient(psi, x)
    value, v = psi(x), potential(np.linalg.norm(x))
    upper = -1j*c*sigma_dot(g[:, 2:]) + (v + c*c)*value[:2]
    lower = -1j*c*sigma_dot(g[:, :2]) + (v - c*c)*value[2:]
    return np.concatenate([upper, lower])


def largest(a):
    return float(np.max(np.abs(a)))


kappas = [-3, -2, -1, 1, 2, 3]
states = [(k, m) for k in kappas for m in m_values(k)]
points = [np.array(p) for p in
          ([0.7, -0.4, 0.9], [-0.5, 0.8, -0.6], [0.3, 1.1, 0.2])]

# Coefficients against a general coupling routine
for k, m in states:
    assert np.allclose(coefficients(k, m), coupled_coefficients(k, m),
                       atol=1e-13)

# Orthonormality on the sphere by product quadrature
nodes, weights = np.polynomial.legendre.leggauss(12)
gram = np.zeros((len(states), len(states)), dtype=complex)
for ct, w in zip(nodes, weights):
    st = np.sqrt(1 - ct*ct)
    for phi in 2*np.pi*np.arange(16)/16:
        n = np.array([st*np.cos(phi), st*np.sin(phi), ct])
        values = np.array([omega(k, m, n) for k, m in states])
        gram += w * 2*np.pi/16 * (values.conj() @ values.T)
gram_error = largest(gram - np.eye(len(states)))
assert gram_error < 1e-12

# K^2 = J^2 + 1/4 and L^2 = K^2 - K with explicit matrices
for l in range(4):
    mu = np.arange(l, -l - 1, -1)
    raising = np.diag(np.sqrt(l*(l + 1) - mu[1:]*(mu[1:] + 1.0)), 1)
    l_mats = [(raising + raising.T)/2, (raising - raising.T)/2j,
              np.diag(mu).astype(float)]
    one = np.eye(2*(2*l + 1))
    k_mat = one + sum(np.kron(a, s) for a, s in zip(l_mats, SIGMA))
    l_sq = sum(np.kron(a @ a, np.eye(2)) for a in l_mats)
    j_mats = [np.kron(a, np.eye(2)) + np.kron(np.eye(2*l + 1), s/2)
              for a, s in zip(l_mats, SIGMA)]
    j_sq = sum(a @ a for a in j_mats)
    assert largest(k_mat @ k_mat - j_sq - one/4) < 1e-12
    assert largest(k_mat @ k_mat - k_mat - l_sq) < 1e-12


# Operator identities on a spinor field without any symmetry
def field(x):
    return np.array([np.exp(-0.5*x[0]**2 + 0.3*x[1]) + 1j*x[0]*x[2],
                     np.sin(x[1] + 2*x[2]) + 1j*x[0]])


def turned_field(x):
    return sigma_r(x) @ field(x)


for x in points:
    r, sr = np.linalg.norm(x), sigma_r(x)
    k_turned = sigma_l(turned_field, x) + turned_field(x)
    k_plain = sigma_l(field, x) + field(x)
    assert largest(k_turned + sr @ k_plain) < 1e-7
    j_turned, j_plain = total_j(turned_field, x), total_j(field, x)
    assert largest(j_turned - np.array([sr @ v for v in j_plain])) < 1e-7
    radial = slope(lambda s: field(s*x/r), r, 0.005)
    direct = -1j * sigma_dot(gradient(field, x))
    split = -1j * sr @ (radial - sigma_l(field, x)/r)
    assert largest(direct - split) < 1e-7

# Eigenvalue, ladder relation, value at the pole, and the sign identity
identity_error = 0.0
north = np.array([0.0, 0.0, 1.0])
for k, m in states:
    j = abs(k) - 0.5
    swapped = coupled_coefficients(k, m, spin_first=True)
    swapped_partner = coupled_coefficients(-k, m, spin_first=True)
    for x in points:
        f = lambda y: omega(k, m, y)
        assert largest(sigma_l(f, x) + (k + 1)*f(x)) < 1e-7
        jv = total_j(f, x)
        raised = jv[0] + 1j*jv[1]
        target = np.zeros(2)
        if m < j:
            target = np.sqrt(j*(j + 1) - m*(m + 1)) * omega(k, m + 1, x)
        assert largest(raised - target) < 1e-7
        identity_error = max(identity_error, largest(
            sigma_r(x) @ f(x) + omega(-k, m, x)))
        # coupling spin first reverses the sign of the identity
        assert largest(sigma_r(x) @ omega(k, m, x, swapped)
                       - omega(-k, m, x, swapped_partner)) < 1e-12
    if m == 0.5:
        pole = np.array([-np.sign(k)*np.sqrt(abs(k)/(4*np.pi)), 0])
        assert largest(omega(k, m, north) - pole) < 1e-12
assert identity_error < 1e-12

# Reduction with arbitrary P, Q, V; a small c keeps all terms comparable
c_test = 2.0
big = lambda r: r**1.3 * np.exp(-0.7*r)
big_slope = lambda r: (1.3/r - 0.7) * big(r)
small = lambda r: r**1.8 * np.cos(r)
small_slope = lambda r: 1.8*r**0.8*np.cos(r) - r**1.8*np.sin(r)
well = lambda r: -1.5 / (1 + r*r)
reduction_error = 0.0
for k, m in states:
    def trial(x):
        r = np.linalg.norm(x)
        return np.concatenate([1j*big(r)*omega(k, m, x),
                               small(r)*omega(-k, m, x)]) / r
    for x in points:
        r = np.linalg.norm(x)
        top = ((well(r) + c_test**2)*big(r)
               + c_test*(small_slope(r) - k*small(r)/r))
        bottom = ((well(r) - c_test**2)*small(r)
                  - c_test*(big_slope(r) + k*big(r)/r))
        reduced = np.concatenate([1j*top*omega(k, m, x),
                                  bottom*omega(-k, m, x)]) / r
        full = dirac_operator(trial, well, c_test, x)
        reduction_error = max(reduction_error, largest(full - reduced))
assert reduction_error < 1e-7

# Worked example: one-electron ion, point nucleus, 2p3/2
alpha = constants.fine_structure
c = 1/alpha
hartree_ev = constants.physical_constants['Hartree energy in eV'][0]
Z, kappa, m = 80, -2, 0.5
g = np.sqrt(kappa**2 - (Z*alpha)**2)
q = (abs(kappa) - g) / (Z*alpha)
decay = Z / abs(kappa)
energy = c*c*g/abs(kappa)
eps = energy - c*c
norm = np.sqrt((2*decay)**(2*g + 1) / ((1 + q*q)*gamma_function(2*g + 1)))
P = lambda r: norm * r**g * np.exp(-decay*r)
Q = lambda r: q * P(r)
coulomb = lambda r: -Z/r

weight_p = quad(lambda t: P(t/decay)**2/decay, 0, 60, limit=200)[0]
weight_q = quad(lambda t: Q(t/decay)**2/decay, 0, 60, limit=200)[0]
assert abs(weight_p + weight_q - 1) < 1e-7
assert abs(weight_q - (1 - g/abs(kappa))/2) < 1e-7

r0, theta = 0.05, np.pi/6
x0 = r0 * np.array([np.sin(theta), 0.0, np.cos(theta)])
p_left, q_left = slope(P, r0, 0.005*r0), slope(Q, r0, 0.005*r0)
p_right = -kappa*P(r0)/r0 - (eps - coulomb(r0) + 2*c*c)*Q(r0)/c
q_right = kappa*Q(r0)/r0 + (eps - coulomb(r0))*P(r0)/c
# scale of the cancelling terms sets the attainable accuracy
scale = abs(kappa*P(r0)/r0)
assert abs(p_left - p_right) < 1e-8*scale
assert abs(q_left - q_right) < 1e-8*scale


def psi(x):
    r = np.linalg.norm(x)
    return np.concatenate([1j*P(r)*omega(kappa, m, x),
                           Q(r)*omega(-kappa, m, x)]) / r


local = dirac_operator(psi, coulomb, c, x0) / psi(x0) - c*c
assert largest(local - eps) < 1e-3

om, om_partner = omega(kappa, m, x0), omega(-kappa, m, x0)
turned = sigma_r(x0) @ om
print(f"Largest error, orthonormality: {gram_error:.0e}")
print(f"Largest error, sigma.rhat identity: {identity_error:.0e}")
print(f"Largest error, full reduction: {reduction_error:.0e}")
print(f"Number of (kappa, m) states tested: {len(states)}")
print(f"Speed of light c: {c:.6f} a.u.")
print(f"Rest energy c^2: {c*c:.4f} hartree")
print(f"Nuclear charge Z: {Z}")
print(f"kappa: {kappa}, m: {m}")
print(f"Z alpha: {Z*alpha:.6f}")
print(f"gamma: {g:.6f}")
print(f"q = Q/P: {q:.6f}")
print(f"lambda: {decay:.4f} 1/bohr")
print(f"E with rest energy: {energy:.4f} hartree")
print(f"eps = E - c^2: {eps:.4f} hartree")
print(f"eps converted: {eps*hartree_ev/1000:.4f} keV")
print(f"Nonrelativistic -Z^2/8: {-Z*Z/8:.4f} hartree")
print(f"eps minus nonrelativistic: {eps + Z*Z/8:.4f} hartree")
print(f"Normalization N: {norm:.4f} a.u.")
print(f"Weight of P by quadrature: {weight_p:.6f}")
print(f"Weight of Q by quadrature: {weight_q:.6f}")
print(f"Point r: {r0:.3f} bohr")
print(f"Point theta: {np.degrees(theta):.1f} degrees, phi: 0 degrees")
print(f"V(r): {coulomb(r0):.4f} hartree")
print(f"P(r): {P(r0):.6f} bohr^-1/2")
print(f"Q(r): {Q(r0):.6f} bohr^-1/2")
print(f"P' by differences: {p_left:.5f} bohr^-3/2")
print(f"P' from radial pair: {p_right:.5f} bohr^-3/2")
print(f"Q' by differences: {q_left:.5f} bohr^-3/2")
print(f"Q' from radial pair: {q_right:.5f} bohr^-3/2")
print(f"Omega(-2,1/2) up, down: {om[0].real:.6f}, {om[1].real:.6f}")
print(f"Omega(+2,1/2) up, down: {om_partner[0].real:.6f}, "
      f"{om_partner[1].real:.6f}")
print(f"sigma.rhat Omega(-2,1/2) up, down: {turned[0].real:.6f}, "
      f"{turned[1].real:.6f}")
for i, value in enumerate(local, 1):
    print(f"(H psi)/psi - c^2, component {i}: {value.real:.4f} hartree")
print("verified")
```

Printed output:

```
Largest error, orthonormality: 9e-16
Largest error, sigma.rhat identity: 3e-16
Largest error, full reduction: 2e-12
Number of (kappa, m) states tested: 24
Speed of light c: 137.035999 a.u.
Rest energy c^2: 18778.8651 hartree
Nuclear charge Z: 80
kappa: -2, m: 0.5
Z alpha: 0.583788
gamma: 1.912901
q = Q/P: 0.149196
lambda: 40.0000 1/bohr
E with rest energy: 17961.0576 hartree
eps = E - c^2: -817.8075 hartree
eps converted: -22.2537 keV
Nonrelativistic -Z^2/8: -800.0000 hartree
eps minus nonrelativistic: -17.8075 hartree
Normalization N: 8980.7903 a.u.
Weight of P by quadrature: 0.978225
Weight of Q by quadrature: 0.021775
Point r: 0.050 bohr
Point theta: 30.0 degrees, phi: 0 degrees
V(r): -1600.0000 hartree
P(r): 3.944424 bohr^-1/2
Q(r): 0.588491 bohr^-1/2
P' by differences: -6.87109 bohr^-3/2
P' from radial pair: -6.87109 bohr^-3/2
Q' by differences: -1.02514 bohr^-3/2
Q' from radial pair: -1.02514 bohr^-3/2
Omega(-2,1/2) up, down: 0.345494, -0.099736
Omega(+2,1/2) up, down: -0.249339, -0.259121
sigma.rhat Omega(-2,1/2) up, down: 0.249339, 0.259121
(H psi)/psi - c^2, component 1: -817.8075 hartree
(H psi)/psi - c^2, component 2: -817.8075 hartree
(H psi)/psi - c^2, component 3: -817.8075 hartree
(H psi)/psi - c^2, component 4: -817.8075 hartree
verified
```
